# Image Energy of an Electron Midway Between Two Metal Plates

## Definitions and conventions

Two plane, parallel metal plates occupy $x=-d/2$ and $x=+d/2$. They are treated as perfect conductors of unlimited extent, both held at potential zero. An electron, treated as a fixed classical point charge, sits at $x=0$. The distance from the $x$ axis is $\rho$.

Hartree atomic units are used: lengths are in bohr, energies in hartree, and a unit charge in vacuum has the potential $1/r$. The gap is first taken to be vacuum. The image energy $U$ is the energy of the charge between the plates minus its energy in the same medium without plates. This subtraction removes the infinite self-energy of a point charge. Since $U$ is proportional to the square of the charge, the working uses a charge $+1$, and the result holds for the electron.

## The images

A charge $q$ at position $a$ and a charge $-q$ at its mirror position cancel on the mirror plane. Reflection in the right plate takes $a$ to $d-a$; reflection in the left plate takes $a$ to $-d-a$. The source $+1$ at $0$ therefore calls for charges $-1$ at $d$ and at $-d$. The charge at $d$ spoils the potential on the left plate, which calls for $+1$ at $-2d$; the charge at $-d$ likewise calls for $+1$ at $2d$. Continuing in this way gives a charge $(-1)^n$ at $x=nd$ for every integer $n$, where $n=0$ is the source. The proposed potential in the gap is

$$\phi(\rho,x)=\lim_{N\to\infty}\sum_{n=-N}^{N}\frac{(-1)^n}{\sqrt{\rho^2+(x-nd)^2}} .\tag{1}$$

The limit exists. On either side of the gap the terms alternate in sign and decrease in size, so the remainder on that side is smaller than the first omitted term, which is at most $1/[(N+\tfrac12)d]$ anywhere in the gap. Convergence is thus uniform, and the images, all outside the gap, contribute a potential that obeys Laplace's equation inside it.

On the right plate, charge $n$ is at distance $d\,|n-\tfrac12|$ from the plane. The replacement $n\to1-n$ leaves this distance unchanged and reverses the sign $(-1)^n$. In the finite sum, the terms from $-N+1$ to $N$ therefore cancel in pairs. The term $n=-N$ is left over, with size

$$\frac{1}{\sqrt{\rho^2+(N+\tfrac12)^2d^2}}\longrightarrow 0 .\tag{2}$$

So $\phi=0$ on the right plate. It vanishes on the left plate too, because $n\to-n$ shows that $\phi(\rho,-x)=\phi(\rho,x)$.

Far from the axis, the source and the two alternating sums are each bounded by $1/\rho$, so $|\phi|\le3/\rho$. If another potential met the same conditions, its difference from $\phi$ would obey Laplace's equation, vanish on both plates and vanish at large $\rho$. Such a function has no maximum or minimum inside the gap and must be zero. Equation (1) is therefore the required potential.

## Why the order of summation matters

The series converges only through cancellation between signs, so its value depends on the order of its terms. Suppose that on each side we take the first $K$ negative images but the first $2K$ positive ones, and then let $K$ grow. Compared with the balanced set, which ends at $|n|=2K$, each side has extra positive charges at distances close to $2jd$, with $K<j\le2K$. At any fixed point their combined potential from both sides tends to

$$2\lim_{K\to\infty}\sum_{j=K+1}^{2K}\frac{1}{2jd}=\frac1d\int_K^{2K}\frac{dj}{j}=\frac{\ln2}{d}.\tag{3}$$

The sum may be replaced by the integral because their difference vanishes as $K\to\infty$. The reordered series thus adds the same constant everywhere, including on the plates. It describes plates held at potential $\ln2/d$, a different problem. The zero-potential condition rules out this reordering. It is met by the order in equation (1), though not by that order alone: cutting off the two sides at different distances, for example, also gives zero on the plates once both cut-offs go to infinity.

## Summing the series

The potential produced at the source by the induced charge follows from equation (1) with $n=0$ omitted. The images at $nd$ and $-nd$ contribute equally:

$$\phi_{\rm ind}=\frac2d\sum_{n=1}^{\infty}\frac{(-1)^n}{n}.\tag{4}$$

To evaluate it, start from the finite geometric series

$$\sum_{n=1}^{N}(-t)^{n-1}=\frac{1-(-t)^N}{1+t}.\tag{5}$$

Integrating from $t=0$ to $1$ turns each term on the left into $(-1)^{n-1}/n$, so that

$$\sum_{n=1}^{N}\frac{(-1)^{n-1}}{n}=\ln2-(-1)^N R_N,\qquad R_N=\int_0^1\frac{t^N}{1+t}\,dt .\tag{6}$$

Since $\tfrac12\le1/(1+t)\le1$ on this interval,

$$\frac{1}{2(N+1)}\le R_N\le\frac1{N+1}.\tag{7}$$

The remainder vanishes as $N\to\infty$. The sum in equation (4) has the opposite sign to that in equation (6), so

$$\phi_{\rm ind}=-\frac{2\ln2}{d}.\tag{8}$$

## From potential to energy

The induced charge is proportional to the charge that causes it. Let the source grow from $0$ to $1$, and let its value at some stage be $\lambda$. The induced potential is then $\lambda\phi_{\rm ind}$, and adding $d\lambda$ takes the work $\lambda\phi_{\rm ind}\,d\lambda$ beyond that needed without plates. Charge flowing onto the plates costs no work, because they are at potential zero. Hence

$$U=\int_0^1\lambda\,\phi_{\rm ind}\,d\lambda=\tfrac12\phi_{\rm ind}=-\frac{\ln2}{d}.\tag{9}$$

If a uniform insulator of relative permittivity $\varepsilon$ fills the gap, the potential of every charge in equation (1) is divided by $\varepsilon$, and the boundary conditions remain satisfied. Therefore

$$U=-\frac{\ln2}{\varepsilon d},\qquad\text{or in SI units}\qquad U=-\frac{e^2\ln2}{4\pi\varepsilon_0\varepsilon d}.\tag{10}$$

## A derivation without images

The same energy follows from a Fourier transform parallel to the plates, which avoids the conditionally convergent series. Return to vacuum and write

$$\phi(\boldsymbol\rho,x)=\int\frac{d^2k}{(2\pi)^2}\,e^{i\mathbf k\cdot\boldsymbol\rho}\,\phi_k(x),\qquad \phi_k''-k^2\phi_k=-4\pi\delta(x).\tag{11}$$

The second equation is Poisson's equation for a unit point charge. A solution that vanishes on both plates is $\phi_k=A\sinh[k(d/2-|x|)]$. Its slope changes by $-2Ak\cosh(kd/2)$ at $x=0$, and this must equal $-4\pi$. Thus

$$\phi_k(x)=\frac{2\pi}{k}\,\frac{\sinh[k(d/2-|x|)]}{\cosh(kd/2)} .\tag{12}$$

Without plates the decaying solution is $2\pi e^{-k|x|}/k$, by the same slope condition. Subtracting it at $x=0$ and using $d^2k=2\pi k\,dk$ gives

$$\phi_{\rm ind}=\int_0^\infty\left[\tanh\frac{kd}{2}-1\right]dk=-\int_0^\infty\frac{2\,dk}{e^{kd}+1}.\tag{13}$$

With $u=kd$, the antiderivative of $1/(e^u+1)$ is $-\ln(1+e^{-u})$. The integral over $u$ is therefore $\ln2$, and equation (8) is recovered.

## The force on a plate

The factor one half in equation (9) can also be obtained from mechanics. At the right plate the normal pointing out of the metal is along $-x$, so the surface charge density is $\sigma=(1/4\pi)\,\partial\phi/\partial x$. From equation (12), its transform is

$$\sigma_k=-\frac{1}{2\cosh(kd/2)} .\tag{14}$$

The value at $k=0$ is the total charge on the plate, $-\tfrac12$. The two plates share the induced charge equally.

The electrostatic pull per unit area is $2\pi\sigma^2$, directed into the gap. Parseval's theorem gives the total force on the plate as

$$F=2\pi\int\frac{d^2k}{(2\pi)^2}\,\sigma_k^2=\frac14\int_0^\infty\frac{k\,dk}{\cosh^2(kd/2)}=\frac1{d^2}\int_0^\infty\frac{s\,ds}{\cosh^2s},\tag{15}$$

where $s=kd/2$. Integrate by parts, using $\tanh s-1$ as the antiderivative of $1/\cosh^2s$. The boundary terms vanish, leaving

$$F=\frac1{d^2}\int_0^\infty(1-\tanh s)\,ds=\frac1{d^2}\int_0^\infty\frac{2\,ds}{e^{2s}+1}=\frac{\ln2}{d^2}.\tag{16}$$

Now move each plate outward by $\delta d/2$, keeping the charge midway. The work done against the two attractions is $2F\,\delta d/2=F\,\delta d$, so $dU/dd=\ln2/d^2$. With $U\to0$ as $d\to\infty$, integration gives $U=-\ln2/d$. This argument makes no use of the charging process.

## The midpoint as the top of a barrier

For a charge displaced to $x$, repeated reflection puts the even images at $nd+x$ and the odd images at $nd-x$. Their distances from the charge are $|n|d$ and $|nd-2x|$. Summing outward as before, including the factor one half, and grouping the images $\pm2m$ and $\pm(2m-1)$ gives

$$U(x)=\sum_{m=1}^{\infty}\left[\frac1{2md}-\frac{b_m}{b_m^2-4x^2}\right],\qquad b_m=(2m-1)d .\tag{17}$$

Subtracting the value at the midpoint,

$$U(x)-U(0)=-\sum_{m=1}^{\infty}\frac{4x^2}{b_m(b_m^2-4x^2)} .\tag{18}$$

Every term is negative for $0<|x|<d/2$, so $U$ has its maximum at the midpoint. The charge is in equilibrium there along $x$, but the equilibrium is unstable.

For small $x$ the denominator becomes $b_m^3$. The sum of the inverse cubes of the odd integers is $\zeta(3)-\zeta(3)/8=\tfrac78\zeta(3)$, where $\zeta(3)$ is the sum of the inverse cubes of all positive integers. To leading order,

$$U(x)\simeq-\frac{\ln2}{d}-\frac{7\zeta(3)}{2d^3}\,x^2 .\tag{19}$$

A second closed value occurs halfway between the midpoint and a plate. At $x=d/4$ the subtracted term in equation (17) separates into $[1/(4m-3)+1/(4m-1)]/d$. Summed to $m=M$, these are the inverses of all odd integers below $4M$. With $H_M=\sum_{j=1}^M1/j$,

$$U(d/4)=\frac1d\lim_{M\to\infty}\left[\tfrac12H_M-\left(H_{4M}-\tfrac12H_{2M}\right)\right]=-\frac{3\ln2}{2d}.\tag{20}$$

The limit follows from $H_M=\ln M+\gamma+o(1)$: the constants $\gamma$ cancel, and the logarithms leave $\tfrac12\ln2-\ln4$.

Close to a plate, let $s=d/2-|x|$ now denote the distance from it. The term $m=1$ contains $d^2-4x^2=4s(d-s)$ and tends to $-1/(4s)$, the energy for a single plate. This divergence marks a failure of the model: a real metal screens over a finite length, and an electron near its surface is not a fixed classical point.

Consider a barrier between two identical metals that is flat, with height $\Phi_0$, before the image energy is added. Its top becomes

$$\Phi_{\max}=\Phi_0-\frac{\ln2}{\varepsilon d} .\tag{21}$$

This lowering exists without an applied field. At a single contact with a uniform field of strength $E$ pulling the electron away, the barrier is $\Phi_0-Es-1/(4\varepsilon s)$. Its maximum is at $s=1/(2\sqrt{\varepsilon E})$, and the lowering there is $\sqrt{E/\varepsilon}$, which vanishes with the field. In the gap, the second plate prevents the electron from escaping the image attraction by moving away.

A bias tilts the barrier and moves its maximum off the midplane, so equation (21) then no longer gives the height of the top. The equation also treats the metals as perfect conductors. If the potential instead decays into the metal over a screening length $\ell$, as in the Thomas–Fermi model, continuity of the potential and of the normal displacement places the effective zero of potential a distance of about $\varepsilon\ell$ behind each surface, so that $d$ is replaced by roughly $d+2\varepsilon\ell$. The condition is therefore $d\gg2\varepsilon\ell$, not merely $d\gg\ell$, and it is hard to meet with a thin insulator of high permittivity. The insulator must also respond fully while the electron is present. For a fast passage, the static permittivity may be the wrong one to use. Tunnelling through the barrier is a separate problem.

## Worked example

Take a gap $d=40$ bohr, or 2.12 nm, as a round model parameter. In vacuum,

$$U=-\frac{0.693147}{40}=-0.01733\ \text{hartree}=-0.472\ \text{eV}.\tag{22}$$

With an insulator of $\varepsilon=4$, the barrier lowering is $0.01733/4=0.00433$ hartree, or 0.118 eV. This value is for perfect conductors. A Thomas–Fermi screening length of 1 bohr would replace $d=40$ by about $48$ bohr and reduce the lowering by about one sixth.

Adding the energies of two separate plates, each at distance $d/2$, gives $-2/[4(d/2)]=-1/d=-0.0250$ hartree. This is also the first term of the image series. The remaining images reduce its magnitude by the factor $\ln2$, to about 69 per cent.

The partial sums, with $N$ images on each side, approach the limit slowly:

| $N$ | Energy (hartree) |
|---:|---:|
| 1 | −0.02500 |
| 2 | −0.01250 |
| 3 | −0.02083 |
| 4 | −0.01458 |
| 10 | −0.01614 |
| 100 | −0.01720 |
| 1000 | −0.01732 |

Equation (6) explains why odd $N$ gives too low an energy and even $N$ too high an energy. At $N=10$ the magnitude is still about 7 per cent below its limit. The errors of successive sums have opposite signs and similar sizes, so averaging helps: the mean for $N=3$ and $N=4$ is $-0.0177$ hartree, about 2 per cent from the limit in magnitude.

Equation (16) gives an attraction of $0.693147/1600=4.33\times10^{-4}$ hartree/bohr on each plate. At $x=d/4=10$ bohr, equation (20) gives $-1.5\times0.01733=-0.0260$ hartree. The curvature at the midpoint, $-7\zeta(3)/d^3$, is $-1.31\times10^{-4}$ hartree/bohr². A displacement of 4 bohr therefore lowers the energy by about $\tfrac12(1.31\times10^{-4})(4^2)=0.00105$ hartree in the quadratic approximation. This is some 6 per cent of the lowering at the midpoint, so the top of the barrier is broad on that scale.

Numerical values quoted here were computed with a short program.
